# How uncertainty in the pinning factor limits a predicted band offset

**Question.** A gate dielectric is placed on a semiconductor. Before contact, the charge neutrality levels of the two materials differ by 0.5 eV on a common vacuum scale. The pinning factor of the interface is known only to within ±0.2. How uncertain is the predicted band offset for this reason, and how does the uncertainty scale with the properties of the interface?

**Answer.** The size of the effect depends on what the pinning factor multiplies. This can be found by following the charge that crosses the interface and the dipole that it leaves behind.

## Levels before and after contact

Call the semiconductor $a$ and the dielectric $b$. Their electron affinities are $\chi_a,\chi_b$ and their band gaps $G_a,G_b$. The charge neutrality level of a material is the energy up to which its interface gap states must be filled for the surface region to carry no net charge. Let $\Phi_a,\Phi_b$ be the depths of these levels below the vacuum level, taken as positive numbers and measured before contact. Their difference is

$$\Delta=\Phi_a-\Phi_b .$$

All energies below are electron energies, with the zero at the vacuum level of $a$. If the materials are brought together with no transfer of charge, their vacuum levels coincide. Charge transfer then shifts every level of $b$ by a common amount $V$, the electron's potential energy step across the interface dipole. The levels are

$$E_{C,a}=-\chi_a,\qquad E_{N,a}=-\Phi_a,$$

$$E_{C,b}=-\chi_b+V,\qquad E_{N,b}=-\Phi_b+V,$$

where $C$ marks a conduction band edge and $N$ a neutrality level. The conduction band offset, positive when the dielectric's edge is the higher one, is

$$\mathrm{CBO}=E_{C,b}-E_{C,a}=\chi_a-\chi_b+V. \tag{1}$$

The affinities are properties of the separate materials. The pinning factor enters through $V$.

## The dipole and the pinning factor

Assume that the interface states have constant densities $D_a$ and $D_b$, per area and energy, over the range that matters. Let $n$ electrons per area move from $b$ to $a$; a negative $n$ means transfer the other way. Fixed charge and the space charge in the bulk are neglected, so what leaves one set of states enters the other. For the worked interface below, with $D_a=3D_r$ and silicon-like bulk parameters, the space charge would shift the offset by a few meV up to a doping of $10^{17}$ cm⁻³, but by 0.02 to 0.04 eV at $10^{19}$ cm⁻³ n-type. In equilibrium both sets are filled to the same Fermi level $E_F$:

$$n=D_a(E_F-E_{N,a}),\qquad -n=D_b(E_F-E_{N,b}).$$

Dividing each equation by its density gives $E_F-E_{N,a}=n/D_a$ and $E_{N,b}-E_F=n/D_b$. Adding these removes $E_F$. The misalignment $\delta$ that remains after contact is therefore

$$\delta\equiv E_{N,b}-E_{N,a}=n\left(\frac1{D_a}+\frac1{D_b}\right)=\frac{n}{D_r},\qquad \frac1{D_r}=\frac1{D_a}+\frac1{D_b}. \tag{2}$$

The two densities combine like capacitors in series: $D_r$ is smaller than either of them, and if they are very different it is nearly equal to the smaller one.

Now treat the transferred charge as two sheets a distance $d$ apart, with permittivity $\varepsilon$ between them. Side $a$ carries $-en$ and side $b$ carries $+en$. The field has magnitude $en/\varepsilon$ and points from $b$ to $a$, so for positive $n$ the electrostatic potential is higher on side $b$ by $end/\varepsilon$. An electron has charge $-e$, and its energy is lower there:

$$V=-\frac{e^2d}{\varepsilon}\,n. \tag{3}$$

From the list of levels, $\delta=-\Phi_b+V+\Phi_a=\Delta+V$. Inserting (3), with $n=D_r\delta$ from (2), gives

$$\delta=\Delta-u\,\delta,\qquad u=\frac{e^2dD_r}{\varepsilon}.$$

Collecting the terms in $\delta$ gives $(1+u)\delta=\Delta$, or

$$\delta=S\Delta,\qquad S=\frac1{1+u}. \tag{4}$$

This $S$ is the pinning factor. It is the fraction of the original misalignment that survives contact, and in this model it lies between 0 and 1. The dipole step is what has been removed:

$$V=\delta-\Delta=-(1-S)\Delta. \tag{5}$$

The same result follows from the energy per area,

$$W(n)=-\Delta\,n+\frac{n^2}{2D_r}+\frac{e^2d}{2\varepsilon}n^2 .$$

The first term is the gain from moving electrons between the neutrality levels. The second is the cost of filling states above one level and emptying states below the other. The third is the energy of the capacitor. Setting $dW/dn=0$ gives $n(1/D_r+e^2d/\varepsilon)=\Delta$, which is (4) written for $n=D_r\delta$. The second derivative is positive, so this is a minimum.

## From the pinning factor to the offset error

Putting (5) into (1) gives

$$\mathrm{CBO}=\chi_a-\chi_b-(1-S)\Delta=(\chi_a-\Phi_a)-(\chi_b-\Phi_b)+S\Delta. \tag{6}$$

The second form follows from $-\Delta=-\Phi_a+\Phi_b$. Let the central value of the pinning factor be $S_0$ and its error $s$, with the affinities and neutrality levels held fixed. Then

$$\mathrm{CBO}(S_0+s)-\mathrm{CBO}(S_0)=s\,\Delta .$$

The relation is linear in $s$, so no small-error expansion is needed. If $\delta S$ denotes the uncertainty of $S$,

$$\delta\mathrm{CBO}=|\Delta|\,\delta S=0.5\ \mathrm{eV}\times0.2=0.1\ \mathrm{eV}. \tag{7}$$

The result has the same statistical meaning as the input. If 0.2 is the half-width of a range, so is 0.1 eV; if it is a standard deviation, 0.1 eV is one too. If 0.2 were the full width of the range of $S$, the offset would be known to ±0.05 eV.

The sign of $\Delta$ sets the direction of the error. For $\Delta>0$, underestimating $S$ means underestimating the conduction band offset; for $\Delta<0$ it means overestimating it.

The valence band edges lie at $E_{V,a}=-\chi_a-G_a$ and $E_{V,b}=-\chi_b-G_b+V$. The valence offset, positive when the dielectric's edge is the lower one, is

$$\mathrm{VBO}=E_{V,a}-E_{V,b}=G_b-G_a-(\chi_a-\chi_b+V)=G_b-G_a-\mathrm{CBO}.$$

With fixed gaps, its error is equal and opposite. An error in $S$ moves barrier height from one carrier type to the other and leaves the sum of the two barriers unchanged.

## A worked interface

Take round model parameters, which do not represent named materials:

- Semiconductor: $\chi_a=4.0$, $G_a=1.1$ and $\Phi_a=4.9$ eV.
- Dielectric: $\chi_b=2.4$, $G_b=5.8$ and $\Phi_b=4.4$ eV.
- Interface: $S=0.5\pm0.2$, $d=0.3$ nm and relative permittivity 3.

Then $\Delta=4.9-4.4=0.5$ eV. The neutrality level of $b$ is the higher one, so electrons move from $b$ to $a$ and the levels of $b$ are lowered. At the central value,

$$V=-(1-0.5)(0.5)=-0.25\ \mathrm{eV},$$

$$\mathrm{CBO}=4.0-2.4-0.25=1.35\ \mathrm{eV},$$

$$\mathrm{VBO}=5.8-1.1-1.35=3.35\ \mathrm{eV}.$$

At $S=0.3$ the step is $-0.35$ eV and the conduction offset 1.25 eV. At $S=0.7$ they are $-0.15$ eV and 1.45 eV. Half the difference between the two offsets is 0.10 eV, as (7) requires. This is about 7% of the central conduction offset, but 40% of the dipole step. The absolute error is the same 0.10 eV for both, because they differ only by $\chi_a-\chi_b=1.6$ eV, which has been taken as known. The percentage is smaller for the offset only because the offset is the larger quantity in this example.

These offsets were also found without using (4) to determine the charge transfer. Electrons were moved one at a time between discrete interface levels, and the total energy, including that of the capacitor, was searched for its minimum. With $D_a=3D_r$ and $D_b=1.5D_r$, the offsets agree with (6) at all three values of $S$ and for both signs of $\Delta$. The constant densities are meaningful only while $E_F$ stays inside the gap of $a$. Here $E_{N,a}$ lies only 0.2 eV above the valence edge, and for $\Delta=-0.5$ eV with $D_r/D_a=0.9$ the Fermi level would already fall below that edge at $S=0.5$.

## What an error of 0.2 in the pinning factor means

The constant $e^2d/\varepsilon$ is 1.81 eV nm² for this interface. Solving (4) for the density of states gives

$$D_r=\frac{\varepsilon}{e^2d}\left(\frac1S-1\right).$$

The central value $S=0.5$ needs $D_r=0.553$ eV⁻¹ nm⁻². The ends of the range need 1.289 eV⁻¹ nm⁻² at $S=0.3$ and 0.237 eV⁻¹ nm⁻² at $S=0.7$. These differ by a factor of 5.4. The central value is $5.5\times10^{13}$ cm⁻² eV⁻¹. It should not be identified with the trap density measured electrically on a working gate stack. Traps of this density at the Fermi level would pin the surface against the gate, while reduced densities of $10^{10}$ to $10^{12}$ cm⁻² eV⁻¹ give $S$ between 0.9998 and 0.98 in this model. $D_r$ is an effective measure of how the interface charge responds to misalignment. At this interface, an uncertainty of ±0.2 in $S$ therefore corresponds to not knowing the density of interface states to better than a factor of about 2.3 either way.

The tolerance of the offset to such ignorance follows from the derivative of $S=1/(1+u)$:

$$\frac{dS}{d\ln u}=u\,\frac{dS}{du}=-\frac{u}{(1+u)^2}=-S(1-S).$$

The last step uses $1-S=u/(1+u)$. For a small relative error in $u$, whether it comes from $D_r$, $d$ or $\varepsilon$,

$$\delta\mathrm{CBO}\simeq|\Delta|\,S(1-S)\,\frac{\delta u}{u}. \tag{8}$$

The factor $S(1-S)$ is largest at $S=1/2$, where it equals $1/4$. For a given relative error in the density of states, the offset is thus most uncertain at intermediate pinning. Near either limit it becomes insensitive, for two different reasons.

**Few interface states.** As $u\to0$, $S\to1$ and the dipole vanishes. The offset becomes the difference of affinities, here 1.60 eV. A relative error in a negligible dipole is itself negligible.

**Many interface states.** As $u\to\infty$, $S\to0$ and the neutrality levels align. The offset becomes $(4.0-4.9)-(2.4-4.4)=1.10$ eV. More states cannot move the bands much further, because hardly any misalignment is left to drive the transfer. The energy search with a large but finite density gives 1.105 eV. The excess is the remaining $S\Delta$, which corresponds to $S\approx0.01$.

The two limits differ by $|\Delta|=0.5$ eV. Within this model, complete ignorance of $S$ would leave the offset somewhere in that interval, or within ±0.25 eV of its middle. Knowing $S$ to ±0.2 narrows this to ±0.1 eV.

The limits also restrict the use of (7). The whole range of $S$ must lie between 0 and 1. If the central value were 0.9, an error of $+0.2$ would leave the physical range of the model. The allowed interval would run from 0.7 to 1, and the offset error would be lopsided: $-0.1$ eV and $+0.05$ eV for $\Delta=0.5$ eV.

## Which difference of neutrality levels counts

Formula (7) needs the difference on a common vacuum scale before contact. Two other differences can be formed from the same data, and neither gives the right error.

The first uses the height of each neutrality level above its own valence band edge, $h=\chi+G-\Phi$. Here $h_a=4.0+1.1-4.9=0.2$ eV and $h_b=2.4+5.8-4.4=3.8$ eV. Multiplying their difference, 3.6 eV, by 0.2 would give 0.72 eV. The valence edges themselves lie at different depths below vacuum, and that difference must be included before the neutrality levels can be compared.

The second uses the misalignment after contact, $S\Delta=0.25$ eV. Multiplying it by 0.2 would give 0.05 eV. This inserts a factor $S$ that does not belong there, since the derivative of $S\Delta$ with respect to $S$ is $\Delta$, not $S\Delta$.

## When 0.1 eV is too small

The value 0.1 eV is the contribution of the pinning factor, not the total error of the predicted offset. Suppose that $\Delta$ is also uncertain, because the neutrality levels are, while the affinities stay fixed. Write $S=S_0+s$ and $\Delta=\Delta_0+x$, where $s$ and $x$ have zero mean. The deviation of the offset is

$$-(1-S_0-s)(\Delta_0+x)+(1-S_0)\Delta_0=\Delta_0s-(1-S_0)x+sx .$$

If $s$ and $x$ are independent, with standard deviations $\sigma_S$ and $\sigma_\Delta$, the averages of $sx$, $s^2x$ and $sx^2$ vanish. Squaring and averaging leaves

$$\sigma^2=\Delta_0^2\sigma_S^2+(1-S_0)^2\sigma_\Delta^2+\sigma_S^2\sigma_\Delta^2. \tag{9}$$

Read the 0.2 in $S$ as a standard deviation and let $\sigma_\Delta=0.2$ eV. The three contributions are $0.5\times0.2=0.10$ eV, $0.5\times0.2=0.10$ eV and $0.2\times0.2=0.04$ eV. Together they give

$$\sigma=\sqrt{0.10^2+0.10^2+0.04^2}\ \mathrm{eV}\approx0.15\ \mathrm{eV}.$$

Direct integration over two uniform distributions with these standard deviations gives the same value. The estimate (7) therefore describes the total error when $\sigma_\Delta\sqrt{(1-S_0)^2+\sigma_S^2}$ is small compared with $|\Delta_0|\sigma_S$ and the other inputs are better known still. At $S_0=0.5$ this means $\sigma_\Delta$ well below 0.2 eV; stronger pinning makes the condition tighter.

Equation (9) also covers neutrality levels that nominally coincide. With $\Delta_0=0$ the pinning factor has nothing to multiply, and (7) gives zero. An error $\sigma_\Delta\sqrt{(1-S_0)^2+\sigma_S^2}$ remains, because the coincidence itself is uncertain.

If $s$ and $x$ are correlated, for instance because both were inferred from the same data, the leading correction to $\sigma^2$ is $-2\Delta_0(1-S_0)\langle sx\rangle$. The two errors may then partly cancel or reinforce each other.

Errors in the affinities need one further choice. At fixed $\Phi_a$, equation (6) shows that an error in $\chi_a$ enters the offset in full. If instead the neutrality level is known by its depth $c_a=\Phi_a-\chi_a$ below the conduction edge, an error in $\chi_a$ shifts $\Phi_a$ too. Writing (6) as $\mathrm{CBO}=c_b-c_a+S(\chi_a+c_a-\chi_b-c_b)$ shows that the error then enters with the factor $S$. Strong pinning suppresses it.

## An interface with its own dipole

The model fails in a more basic way if the interface has a dipole that does not come from the transfer between gap states, such as one due to polar bonds. Let it contribute a fixed step $V_0$ to the levels of $b$, located so that the gap states respond to it. The total step is now $V=V_0-u\delta$, and $\delta=\Delta+V$ becomes

$$(1+u)\delta=\Delta+V_0,\qquad \delta=S(\Delta+V_0).$$

With $V=\delta-\Delta$, equation (1) gives

$$\mathrm{CBO}=\chi_a-\chi_b-(1-S)\Delta+SV_0,\qquad \delta\mathrm{CBO}=|\Delta+V_0|\,\delta S .$$

The pinning factor now multiplies the whole misalignment that the gap states have to screen. If $V_0$ stays fixed while $S$ varies, as when the uncertainty of $S$ comes from $D_r$, a bond dipole of +0.5 eV would double the error to 0.2 eV, and one of −0.5 eV would remove it. In both cases an error in $V_0$ itself adds a further contribution, reduced by the factor $S$. The sign rule changes if the uncertainty of $S$ comes from $d/\varepsilon$ and the bond dipole is a fixed charge in the same layer. Its step then scales as $V_0u/u_0$, where $V_0$ and $u_0=(1-S_0)/S_0$ are the central values. Since $Su=1-S$, the misalignment is $\delta=S\Delta+(1-S)V_0/u_0$ and the error is $|\Delta-V_0/u_0|\,\delta S$. At $S_0=0.5$ it is now +0.5 eV that removes the error and −0.5 eV that doubles it. The estimate of 0.1 eV thus holds for interfaces where both $|V_0|$ and $|V_0|/u_0$ are small compared with the 0.5 eV between the neutrality levels.

## Computed results

```
a: affinity, gap, neutrality depth = 4.0, 1.1, 4.9 eV
b: affinity, gap, neutrality depth = 2.4, 5.8, 4.4 eV
neutrality level difference Delta = 0.50 eV
pinning factor S = 0.5 +- 0.2 (no unit)
sheet distance = 0.3 nm, relative permittivity = 3.0
step per electron density e^2 d/eps = 1.8095 eV nm^2
S = 0.3: reduced state density = 1.289 1/(eV nm^2)
   electrons moved b to a = 0.1934 1/nm^2
   shift of b levels V = -0.350 eV
   remaining misalignment = 0.150 eV
   conduction offset, minimized = 1.250 eV
   conduction offset, formula = 1.250 eV
   valence offset, minimized = 3.450 eV
S = 0.5: reduced state density = 0.553 1/(eV nm^2)
   electrons moved b to a = 0.1382 1/nm^2
   shift of b levels V = -0.250 eV
   remaining misalignment = 0.250 eV
   conduction offset, minimized = 1.350 eV
   conduction offset, formula = 1.350 eV
   valence offset, minimized = 3.350 eV
S = 0.7: reduced state density = 0.237 1/(eV nm^2)
   electrons moved b to a = 0.0829 1/nm^2
   shift of b levels V = -0.150 eV
   remaining misalignment = 0.350 eV
   conduction offset, minimized = 1.450 eV
   conduction offset, formula = 1.450 eV
   valence offset, minimized = 3.250 eV
state density ratio, lowest S to highest S = 5.44
half-width of conduction offset, minimized = 0.100 eV
estimate |Delta| dS = 0.100 eV
half-width if 0.2 is the full width of S = 0.050 eV
signed half-change of valence offset = -0.100 eV
reversed levels: Phi_b = 5.4 eV
   signed half-change of conduction offset = -0.100 eV
affinity rule offset (S = 1) = 1.600 eV
   minimized with few states = 1.600 eV
aligned neutrality levels offset (S = 0) = 1.100 eV
   minimized with many states = 1.105 eV
neutrality height above own valence edge, a = 0.20 eV
neutrality height above own valence edge, b = 3.80 eV
wrong estimate from these heights = 0.720 eV
wrong estimate from remaining misalignment = 0.050 eV
standard deviation assumed for Delta = 0.20 eV
   part from S = 0.100 eV, part from Delta = 0.100 eV
   product part = 0.040 eV
   total, formula = 0.147 eV, quadrature = 0.147 eV
```
